# Pseudomagnetic field of a pinned Gaussian bump in graphene, part 2

A graphene sheet is lifted into the bump $h(r)=h_0\exp(-r^2/b^2)$, with $a\ll b$ and $h_0\ll b$, where $a$ is the bond length. "Frozen" means that the atoms keep their flat-sheet positions in projection. The unequal stretching of the bonds then acts on the electrons like a vector potential $\mathbf A$ with field $B=\partial_xA_y-\partial_yA_x$.

Nearest neighbours, on sublattices A and B, are coupled by $-t(d)$, with $t(d)=t\exp[-\beta(d/a-1)]$ and $d$ the bond length in space. The electron has charge $-e$. In valley $\mathbf K$ the Hamiltonian is $H=v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)$, acting on the amplitudes (A, B), with $\hbar v=\tfrac32ta$. The angle $\theta$ is measured from the direction of $\mathbf K$, a zigzag direction. In valley $K'$ both $\mathbf A$ and $B$ are reversed. In $h/e$, $h$ is Planck's constant.

With $w=\tfrac12h'^2$, the radial strain of the frozen sheet,

$$
\mathbf A=\frac{\hbar\beta}{2ea}\,w\,(-\cos2\theta,\sin2\theta),
$$

$$
B(r,\theta)=\frac{\hbar\beta}{2ea}\left(w'-\frac{2w}{r}\right)\sin3\theta. \tag{5}
$$

For the Gaussian, $w=\frac{2h_0^2r^2}{b^4}\exp(-2r^2/b^2)$ and

$$
\boxed{\,B(r,\theta)=-\frac{4\hbar\beta h_0^2}{e\,a\,b^6}\,r^3\exp(-2r^2/b^2)\,\sin3\theta\,} \tag{6}
$$

This field has six lobes of alternating sign, strongest at $r_{\rm p}=\tfrac{\sqrt3}{2}b$. Its total flux is zero, as is its flux through every centred disc. With a second bump, of height $0.7h_0$ and equal width, at $(1.2b,0.5b)$, the flux through the disc of radius $r_{\rm p}$ around the first is no longer zero, but the total still is.

The worked bump has $h_0=1$ nm, $b=10$ nm, $a=0.142$ nm and $\beta=3$, with $\hbar/e=658.2\ \mathrm{T\,nm^2}$. Its largest strain is 0.37 percent and its peak field is 8.1 T at 8.7 nm. Compared with a calculation from the bond lengths in space, (6) is off by at most 1.5 percent of the peak field, and this relative error falls in proportion to the strain.

### Flux of one lobe

A lobe covers an angle of $\pi/3$, over which $|\sin3\theta|$ integrates to $2/3$. The radial integral, with one factor $r$ from the area element, is

$$
\int_0^\infty r^4\exp(-2r^2/b^2)\,dr
=\frac{3\sqrt\pi}{8}\left(\frac{b^2}{2}\right)^{5/2}
=\frac{3\sqrt\pi}{32\sqrt2}\,b^5 .
$$

Multiplying by $\tfrac23$ and by the prefactor $4\hbar\beta h_0^2/(eab^6)$ gives

$$
|\Phi|=\frac{\sqrt\pi}{4\sqrt2}\,\frac{\hbar\beta h_0^2}{e\,a\,b}
=\frac{1}{8\sqrt{2\pi}}\,\frac{\beta h_0^2}{ab}\,\frac he. \tag{8}
$$

For the worked bump,

$$
|\Phi|=0.3133\times\frac{658.2\times3}{0.142\times10}\ \mathrm{T\,nm^2}
=436\ \mathrm{T\,nm^2}=0.105\,\frac he .
$$

A Landau level in a uniform field holds one state per flux quantum $h/e$, for each valley and spin. A tenth of a quantum per lobe leaves no room for one. The magnetic length at the peak field, $\sqrt{\hbar/(eB)}=9.0$ nm, says the same: it is about as large as the distance of the peak from the centre. A peak field of 8 T here does not mean the spectrum of a sheet in 8 T.

By (8), one quantum per lobe at fixed $b$ would need $h_0^2$ larger by $1/0.105\simeq9.5$, or $h_0\simeq3.1$ nm. The strain would then reach about 3.5 percent. If the relative error found in the first half continues to grow in proportion to the strain, formula (6) would be off by some 15 percent there.

### What the field does to the sublattices

The gauge potential is a construct of the low-energy theory, so it is useful to have a consequence that can be computed on the lattice without it. Let $\boldsymbol\pi=\mathbf p+e\mathbf A$. The Pauli matrices give

$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\sigma_z[\pi_x,\pi_y],\qquad
[\pi_x,\pi_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB,
$$

and hence

$$
H^2=v^2\left(\pi^2+\hbar eB\,\sigma_z\right).
$$

Here $\sigma_z=+1$ on sublattice A. Positive $B$ raises $H^2$ on A and lowers it on B, so low-energy density moves from A to B.

A suitable measure is the diagonal element at site $i$

$$
R_i=\left[(\eta^2+H^2)^{-1}\right]_{ii}=\sum_n\frac{|\psi_n(i)|^2}{\eta^2+E_n^2},
$$

which is $\pi/\eta$ times the local density of states at zero energy, broadened by a Lorentzian of half-width $\eta$. Without the bump, each valley has the Green function obeying $(\eta^2-\hbar^2v^2\nabla^2)G_0=\delta(\mathbf r)$. In two dimensions it is

$$
G_0(\rho)=\frac{K_0(\rho/\lambda)}{2\pi\hbar^2v^2},\qquad\lambda=\frac{\hbar v}{\eta},
$$

with $K_0$ the modified Bessel function. To first order in $\mathbf A$, the change of $(\eta^2+H^2)^{-1}$ is $-G_0\,\delta(H^2)\,G_0$, where

$$
\delta(H^2)=v^2\left[e(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\hbar eB\sigma_z\right].
$$

The first part gives nothing on the diagonal. Since $G_0$ is real and even, its contribution contains

$$
\int\left[G_0\nabla\cdot(\mathbf AG_0)+G_0\mathbf A\cdot\nabla G_0\right]d^2r'
=\int\nabla\cdot(G_0^2\mathbf A)\,d^2r'=0 .
$$

The second part changes the density on A by $-\hbar ev^2\int G_0^2B\,d^2r'$ and on B by the opposite amount. The difference carries a factor 2.

The other valley supplies an equal amount. Its states are the complex conjugates of those in $K$, with the same density on each site. Terms that mix the valleys oscillate on the atomic scale and average out against a smooth field. One site of each sublattice occupies the cell area $\Omega=\tfrac{3\sqrt3}{2}a^2$, which converts density to site weight. Altogether

$$
R_A-R_B=-4\Omega\hbar ev^2\int G_0^2B\,d^2\rho
=-\frac{\Omega}{\pi^2\hbar^2v^2}\int K_0^2(\rho/\lambda)\,\frac{eB(\mathbf r+\boldsymbol\rho)}{\hbar}\,d^2\rho. \tag{9}
$$

In a field uniform over several $\lambda$, $\int K_0^2\,d^2\rho=\pi\lambda^2$ and the result becomes $-\Omega eB/(\pi\hbar\eta^2)$. When the lobes are not wide compared with $\lambda$, neighbouring lobes of opposite sign partly cancel.

Equation (9) was tested on a periodic lattice of $160\times160$ cells with $b=40a$, $h_0=2a$, $\beta=3$ and $\eta=0.1t$, so that $\lambda=15a$. The hoppings came from the bond lengths in space. Sites were taken near $r_{\rm p}$, and $R_B$ was averaged over the three neighbours of an A site. Near $\theta=90^\circ$, where $B>0$, the lattice gives $-6.41\times10^{-3}/t^2$ and (9) gives $-6.34\times10^{-3}/t^2$. Near $30^\circ$ and $150^\circ$ the sign is reversed and the agreement is the same. On the zigzag line $\theta=0$ the lattice value is below a thousandth of these. The largest error is 1.1 percent of the largest predicted value. This confirms the sign, size and angular pattern of (6) through a quantity into which no vector potential was put.

### The traction that freezing requires

The frozen sheet is not in elastic equilibrium by itself. Let $Y$ be its two-dimensional Young modulus and $\nu$ its Poisson ratio. With radial strain $w$ and no hoop strain, the stresses are $\sigma_{rr}=Yw/(1-\nu^2)$ and $\sigma_{\theta\theta}=\nu\sigma_{rr}$. The in-plane elastic force per area is

$$
\sigma_{rr}'+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}
=\frac{Y}{1-\nu^2}\left[w'+(1-\nu)\frac wr\right].
$$

The substrate must supply the opposite traction. For the Gaussian, with $\rho=r/b$ from here on,

$$
w'+(1-\nu)\frac wr=\frac{h_0^2}{b^3}\left[(6-2\nu)\rho-8\rho^3\right]\exp(-2\rho^2).
$$

With the rough values $Y=340$ N/m and $\nu=0.17$, the prefactor $Yh_0^2/[(1-\nu^2)b^3]$ is 350 MPa and the largest traction is 450 MPa. Graphene on an oxide or polymer sustains a shear stress of the order of 1 MPa, a rough large-area figure; commensurate contacts can be much stronger. The worked bump would need several hundred times more, so on such a substrate the frozen assumption fails.

### The same bump when the sheet may slide

The opposite limit is a sheet held to the same height profile but free to move in the plane. It acquires a radial displacement $u(r)$, with strains $\varepsilon_{rr}=u'+w$ and $\varepsilon_{\theta\theta}=u/r$. Vanishing in-plane force requires

$$
(\varepsilon_{rr}+\nu\varepsilon_{\theta\theta})'+\frac{1-\nu}{r}(\varepsilon_{rr}-\varepsilon_{\theta\theta})=0 .
$$

After insertion of the strains, the terms in $\nu u$ cancel:

$$
\left(u'+\frac ur\right)'=-w'-(1-\nu)\frac wr .
$$

Integrate from infinity, where the strain vanishes. With $s=r^2/b^2$ and $g=\exp(-2s)$,

$$
u'+\frac ur=-w+(1-\nu)\int_r^\infty\frac{w}{r'}\,dr'=-w+(1-\nu)\frac{h_0^2}{2b^2}\,g .
$$

The left side is $(ru)'/r$. Multiplying by $r$ and integrating from the centre, where $ru=0$, gives

$$
\frac ur=\frac{h_0^2}{b^2}\left[-\frac{1-(1+2s)g}{4s}+(1-\nu)\frac{1-g}{8s}\right].
$$

The gauge potential depends on the strain difference, so $w$ in (5) is replaced by $\tilde w=\varepsilon_{rr}-\varepsilon_{\theta\theta}$. The displaced atoms also change the phases at $\mathbf K$, but to leading order this adds the gradient of $\mathbf K\cdot\mathbf u$ to the potential, which has no curl. Writing $\tilde w=(u'+u/r)+w-2u/r$ and collecting terms,

$$
\tilde w=(1+\nu)\frac{h_0^2}{b^2}\left[\frac{1-g}{4s}-\frac g2\right]. \tag{10}
$$

With $r\,d/dr=2s\,d/ds$ and $dg/ds=-2g$, the field factor becomes

$$
\tilde w'-\frac{2\tilde w}{r}=(1+\nu)\frac{h_0^2}{b^2r}\,\frac gs\left[1+2s+2s^2-\exp(2s)\right]. \tag{11}
$$

The bracket is negative for every $s>0$, because the exponential exceeds the first three terms of its series. Sliding therefore keeps the sign and the threefold pattern. Close to the centre the bracket is $-\tfrac43s^3$, and the ratio to the frozen field is $(1+\nu)/6\simeq0.2$. Far away (11) tends to $-(1+\nu)h_0^2/r^3$, a power law in place of the Gaussian decay. The potential then falls as $1/r^2$ and its circulation on a large loop as $1/r$ or faster, so the total flux is still zero.

For the worked bump the peak falls from 8.1 T to 2.7 T and moves from 8.7 to 10.8 nm. The ratio 0.33 does not depend on $h_0$ or $b$, since both fields scale as $h_0^2/b^3$; it depends on $\nu$. This estimate leaves out the relative displacement of the two sublattices, which a free sheet would also undergo and which changes the hoppings again.

### Use for real sheets

The example is meant for graphene on a corrugated oxide. Its height of 1 nm over a width of 10 nm is steep for such a surface, where a few tenths of a nanometre is a more usual roughness. At $h_0=0.3$ nm and the same width, the fields shrink by $0.3^2$, to about 0.7 T frozen and 0.2 T sliding. The assumption that real interfaces break most severely is the pinning, which costs a factor of three in the peak field. The traction needed for pinning scales as $h_0^2$, so at $h_0=0.3$ nm it is still about 40 MPa, far above the rough interface strength of 1 MPa. On an interface that weak the sliding limit is therefore the nearer one. The slip involved is tiny, however: the formula for $u/r$ gives at most 9 pm for $h_0=1$ nm and 0.8 pm for $h_0=0.3$ nm, far below an atomic spacing, so the elastic shear stiffness $k$ of the interface matters as well as its strength. With a restoring traction $-ku$ added to the radial equation and $b=10$ nm, the peak field exceeds the sliding value by 3 percent for $k=10^{18}\ \mathrm{N/m^3}$ and by 26 percent for $10^{19}\ \mathrm{N/m^3}$, and it reaches 0.72 of the frozen value for $10^{20}\ \mathrm{N/m^3}$. The omitted relative displacement of the two sublattices works the other way and lowers the field by some tens of percent, so the sliding limit overestimates the field on soft interfaces but not on stiff ones.

Other omissions are smaller or of another kind. Neighbouring orbitals on the curved sheet are tilted by at most about $2ah_0/b^2$. The square of this angle, $8\times10^{-6}$, sets the scale of the relative change in hopping, against $\beta w\simeq0.011$ from stretching. The area change also creates a scalar potential. With a rough coupling of 4 eV and no screening it reaches 15 meV in the frozen sheet and 17 meV in the sliding one. The gauge term has the energy $ev|\mathbf A|=\tfrac34\beta tw$, with $\tilde w$ in place of $w$ when the sheet slides. For $t=2.8$ eV it reaches 23 meV and 11 meV respectively. An unscreened scalar potential is therefore not a small correction, although all these energies lie below $\hbar v/b=60$ meV. The scalar potential leaves $B$ unchanged but redistributes charge. At 300 K the thermal energy is 26 meV, a sizeable fraction of $\hbar v/b$, so electronic features of the bump would be blurred at room temperature. The numerical output below gives the values for the worked bump, together with the mesh, step and box shifts of the numerical tests.

## Table of computed values

```
bump height h0 = 1.0 nm, width b = 10.0 nm
bond length a = 0.142 nm, beta = 3.0, t = 2.8 eV (rough)
Y = 340 N/m, Poisson ratio = 0.17 (rough)
hbar/e = 658.21 T nm^2
largest radial strain = 0.368 percent
frozen sheet: peak field, formula = 8.061 T
frozen sheet: peak radius, formula = 8.660 nm
peak field from bond lengths = 8.073 T
peak radius from bond lengths = 8.615 nm
peak shift on halving difference step = 2.6e-04 T
largest map deviation / peak, h0 = 1.531 percent
largest map deviation / peak, h0/2 = 0.378 percent
threefold share of angular power = 1.000000
flux per lobe, formula = 435.71 T nm^2
flux per lobe, bond loop = 436.99 T nm^2
flux per lobe = 0.1054 h/e
single bump, flux in circle at peak radius / lobe = 1.5e-16
two bumps, flux in same circle / lobe = -0.3787
two bumps, total flux / lobe = 4.9e-11
magnetic length at peak field = 9.04 nm
lattice test: b = 40 a, h0 = 2 a, eta = 0.1 t
A-B imbalance near 90 deg: lattice -6.407e-03, theory -6.343e-03 (1/t^2)
A-B imbalance near 30 deg: lattice 6.413e-03, theory 6.343e-03 (1/t^2)
A-B imbalance near 150 deg: lattice 6.413e-03, theory 6.343e-03 (1/t^2)
A-B imbalance near 0 deg: lattice 2.813e-06, theory -3.563e-21 (1/t^2)
A-B imbalance near 10 deg: lattice 3.181e-03, theory 3.145e-03 (1/t^2)
largest imbalance error / largest value = 1.11 percent
imbalance shift, box 120 to 160 cells = 3.0e-04 percent
sliding sheet: peak field = 2.665 T
sliding sheet: peak radius = 10.77 nm
sliding / frozen peak field = 0.331
sliding peak shift on halving mesh = 8.7e-05 T
largest traction needed to freeze sheet = 450 MPa
rough interface strength = 1 MPa
needed traction / rough strength = 450
orbital tilt squared = 8.1e-06
beta times largest strain = 0.0110
rough scalar coupling = 4 eV
unscreened scalar potential = 14.7 meV
confinement energy hbar v/b = 59.6 meV
thermal energy at 300 K = 25.9 meV
```
